# Conservation and accuracy in finite-volume spin diffusion with spin pumping: a numerical check

```python
"""Finite-volume spin diffusion in a metal stack with a pumped boundary flux.

Result under test: injected spin flux equals integrated relaxation, and uniform
layers give u(x) = u(0) cosh((d-x)/lam)/cosh(d/lam), reached at second order.
u     : (mu_up - mu_down)/e, spin accumulation in volts
j     : e*(particle flux up - particle flux down) = -(sigma/2) du/dx, in A/m2
sigma : conductivity of both spins together; lam: spin diffusion length
D     : diffusion constant; tau = lam**2/D: relaxation time of spin density
G_r   : e**2 g/h, with g the real mixing conductance per area
u_p   : pumping drive; the boundary condition is j(0) = G_r*(u_p - u(0))
AR    : area resistance of a contact for both spins in parallel
A layer is the tuple (thickness, sigma, lam, D), in SI units.
"""
import numpy as np
from scipy.constants import e, h, hbar, physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def assemble(layers, contacts, n, G_in):
    """Cell widths, half-cell resistances, face links, inlet, sinks, times."""
    width = np.repeat([L[0] / n for L in layers], n)
    sigma = np.repeat([L[1] for L in layers], n)
    lam = np.repeat([L[2] for L in layers], n)
    tau = lam**2 / np.repeat([L[3] for L in layers], n)
    half = width / sigma
    extra = np.zeros(len(width) - 1)
    for k, area_resistance in enumerate(contacts):
        extra[n * (k + 1) - 1] = 2 * area_resistance
    link = 1 / (half[:-1] + half[1:] + extra)
    inlet = 1 / (1 / G_in + half[0])
    sink = width * sigma / (2 * lam**2)
    return width, half, link, inlet, sink, tau


def solve_stack(layers, contacts, n, G_in, drive, omega=0.0):
    """Return cell centres, u, face fluxes, relaxation per cell, half resistances."""
    width, half, link, inlet, sink, tau = assemble(layers, contacts, n, G_in)
    diagonal = sink * (1 + 1j * omega * tau) if omega else sink.copy()
    diagonal[0] += inlet
    diagonal[:-1] += link
    diagonal[1:] += link
    bands = np.zeros((3, len(width)), dtype=diagonal.dtype)
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    source = np.zeros(len(width), dtype=diagonal.dtype)
    source[0] = inlet * drive
    u = solve_banded((1, 1), bands, source)
    flux = np.concatenate([[inlet * (drive - u[0])], link * (u[:-1] - u[1:]), [0]])
    return np.cumsum(width) - width / 2, u, flux, sink * u, half


def admittance(layers, contacts, omega=0.0):
    """Closed-form j/u at the left face of a stack sealed on the right."""
    Y = 0.0
    for k in range(len(layers) - 1, -1, -1):
        d, sigma, lam, D = layers[k]
        root = lam / np.sqrt(1 + 1j * omega * lam**2 / D) if omega else lam
        Y0, t = sigma / (2 * root), np.tanh(d / root)
        Y = Y0 * (Y + Y0 * t) / (Y0 + Y * t)
        if k > 0:
            Y = 1 / (1 / Y + 2 * contacts[k - 1])
    return Y


def shoot(layers, contacts, G_in, drive):
    """Injected flux from direct integration of the two first-order equations."""
    state = np.array([1.0, 0.0])
    for k in range(len(layers) - 1, -1, -1):
        d, sigma, lam, _ = layers[k]
        run = solve_ivp(lambda x, y: [-2 * y[1] / sigma, -sigma * y[0] / (2 * lam**2)],
                        (d, 0), state, rtol=1e-10, atol=[1e-12, 1e2])
        state = run.y[:, -1].copy()
        if k > 0:
            state[0] += 2 * contacts[k - 1] * state[1]
    return drive * state[1] / (state[0] + state[1] / G_in)


def last_layer_integral(layers, flux, n):
    """Trapezoid integral of the spin flux over the last layer."""
    f = flux[-(n + 1):]
    return layers[-1][0] / n * (f.sum() - 0.5 * (f[0] + f[-1]))


# ---- inputs: rough typical values for garnet / Cu / Pt ----
freq, cone = 10e9, np.radians(1.0)
mixing = 5e18
dos_cu, dos_pt = 1.8e28, 1.2e29          # states per eV per m3, both spins
v_cu, v_pt = 1.6e6, 5e5                  # Fermi speeds, m/s
sig_cu, sig_pt = 4e7, 5e6
lam_cu, lam_pt = 300e-9, 3e-9
d_cu, d_pt = 10e-9, 6e-9
AR, memory_loss, hall_angle = 1.5e-15, 0.9, 0.1
mu0M = 0.18
D_cu, D_pt = sig_cu / (e * dos_cu), sig_pt / (e * dos_pt)
Cu, Pt = (d_cu, sig_cu, lam_cu, D_cu), (d_pt, sig_pt, lam_pt, D_pt)
omega = 2 * np.pi * freq
G_r = e**2 / h * mixing
u_p = h * freq / e * np.sin(cone)**2
stack, contacts = [Cu, Pt], [AR]

# ---- pumping and backflow from a turning reflection matrix (hbar = 1) ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
phase = 1.1


def direction(t):
    return np.array([np.sin(0.7) * np.cos(t), np.sin(0.7) * np.sin(t), np.cos(0.7)])


def reflection(t):
    r_up, r_down = np.exp(1j * phase), 1.0
    return (r_up + r_down) / 2 * np.eye(2) + (r_up - r_down) / 2 * np.einsum(
        'i,ijk->jk', direction(t), pauli)


t0, dt = 0.4, 1e-4
S = reflection(t0)
S_dot = (reflection(t0 + dt) - reflection(t0 - dt)) / (2 * dt)
m_dot = (direction(t0 + dt) - direction(t0 - dt)) / (2 * dt)
axis = np.cross(direction(t0), m_dot)
emitted = 1j / (2 * np.pi) * S_dot @ S.conj().T
spin_out = np.array([0.5 * np.trace(p @ emitted).real for p in pauli])
g_channel = 1 - np.cos(phase)
assert abs(spin_out @ axis / (axis @ axis) - g_channel / (4 * np.pi)) < 1e-7
unit = axis / np.linalg.norm(axis)
incoming = np.einsum('i,ijk->jk', unit, pauli) / (4 * np.pi)
absorbed = incoming - S @ incoming @ S.conj().T
spin_in = np.array([0.5 * np.trace(p @ absorbed).real for p in pauli])
assert abs(spin_in @ unit - g_channel / (4 * np.pi)) < 1e-10

# ---- dc pumping average from the equation of motion of the magnetization ----
gyro = 2 * physical_constants['Bohr magneton'][0] / hbar


def precession(M):
    """Field for resonance, predicted axis ratio, and mean drive/(omega sin^2)."""
    B0 = -M / 2 + np.sqrt((M / 2)**2 + (omega / gyro)**2)

    def torque(t, m):
        return -gyro * np.cross(m, [0.0, -M * m[1], B0])
    start = np.array([np.sin(cone), 0.0, np.cos(cone)])
    times = np.linspace(0, 1 / freq, 801)
    run = solve_ivp(torque, (0, times[-1]), start, t_eval=times, rtol=1e-9, atol=1e-12)
    assert np.linalg.norm(run.y[:, -1] - start) < 0.01 * np.sin(cone)
    drive = [np.cross(m, torque(0, m))[2] for m in run.y.T[:-1]]
    return B0, np.sqrt(B0 / (B0 + M)), np.mean(drive) / (omega * np.sin(cone)**2)


_, _, circular = precession(0.0)
assert abs(circular - 1) < 1e-5
B_res, axis_ratio, elliptic = precession(mu0M)
assert abs(elliptic / axis_ratio - 1) < 3e-3

# ---- uniform layer: hyperbolic profile, order, exact discrete solution ----
Y_pt = admittance([Pt], [])
u_surface = u_p * G_r / (G_r + Y_pt)
meshes, rms = [12, 24, 48], []
for n in meshes:
    x, u, _, _, _ = solve_stack([Pt], [], n, G_r, u_p)
    exact = u_surface * np.cosh((d_pt - x) / lam_pt) / np.cosh(d_pt / lam_pt)
    rms.append(np.sqrt(np.mean((u - exact)**2)) / u_surface)
orders = [np.log2(rms[i] / rms[i + 1]) for i in range(2)]
assert all(abs(p - 2) < 0.1 for p in orders) and rms[-1] < 1e-4
x, u, flux, _, half = solve_stack([Pt], [], 8, G_r, u_p)
w = d_pt / 8
kappa = 2 / w * np.arcsinh(w / (2 * lam_pt))
shape = np.cosh(kappa * (d_pt - x))
assert np.max(abs(u / u[-1] * shape[-1] / shape - 1)) < 1e-11
Y_mesh = sig_pt / (2 * lam_pt) * np.tanh(kappa * d_pt) / np.cosh(kappa * w / 2)
assert abs(flux[0] / (u[0] + flux[0] * half[0]) / Y_mesh - 1) < 1e-11

# ---- bilayer: fine mesh against closed form, ODE integration, quadrature ----
N = 200
x, u, flux, relax, half = solve_stack(stack, contacts, N, G_r, u_p)
j_in = flux[0]
j_formula = u_p / (1 / G_r + 1 / admittance(stack, contacts))
j_shoot = shoot(stack, contacts, G_r, u_p)
assert abs(j_shoot / j_formula - 1) < 1e-7
assert abs(j_in / j_formula - 1) < 1e-4
spline_cu = CubicSpline(x[:N], u[:N])
spline_pt = CubicSpline(x[N:], u[N:])
relaxed = (sig_cu / (2 * lam_cu**2) * spline_cu.integrate(0, d_cu)
           + sig_pt / (2 * lam_pt**2) * spline_pt.integrate(d_cu, d_cu + d_pt))
injected = G_r * (u_p - spline_cu(0.0))
quadrature_gap = abs(relaxed / injected - 1)
assert quadrature_gap < 1e-4
u_in = u_p - j_in / G_r
u_cu_end = u[N - 1] - flux[N] * half[N - 1]
u_pt_start = u[N] + flux[N] * half[N]
assert abs(u_pt_start * Y_pt / flux[N] - 1) < 1e-4
integral = last_layer_integral(stack, flux, N)
integral_formula = flux[N] * lam_pt * np.tanh(d_pt / (2 * lam_pt))
assert abs(integral / integral_formula - 1) < 1e-4

# ---- coarse meshes conserve spin but need not be accurate ----
coarse = []
reference = last_layer_integral(stack, flux, N)
for n in (2, 8, 32):
    _, _, f, r, _ = solve_stack(stack, contacts, n, G_r, u_p)
    coarse.append((n, abs(r.sum() / f[0] - 1),
                   last_layer_integral(stack, f, n) / reference - 1))
    assert coarse[-1][1] < 1e-9
assert abs(coarse[0][2]) > 0.03 and abs(coarse[2][2]) < 2e-3

# ---- unshared face fluxes: each cell uses its own conductivity at both faces ----
n = 32
width, half_c, _, inlet, sink, _ = assemble(stack, [0.0], n, G_r)
own = 1 / (2 * half_c)
matrix = np.diag(sink)
matrix[0, 0] += inlet
for i in range(2 * n):
    for k in (i - 1, i + 1):
        if 0 <= k < 2 * n:
            matrix[i, i] += own[i]
            matrix[i, k] -= own[i]
source = np.zeros(2 * n)
source[0] = inlet * u_p
u_bad = np.linalg.solve(matrix, source)
bad_ratio = (sink @ u_bad) / (inlet * (u_p - u_bad[0]))
assert abs(bad_ratio - 1) > 0.5

# ---- frequency response against time stepping, at omega*tau = 1 in Pt ----
n, steps, periods = 40, 100, 8
_, _, link, inlet, sink, tau = assemble([Pt], [], n, G_r)
w_test = 1 / tau[0]
A = np.diag(sink) - np.diag(link, 1) - np.diag(link, -1)
A[0, 0] += inlet
A[np.arange(n - 1), np.arange(n - 1)] += link
A[np.arange(1, n), np.arange(1, n)] += link
step = 2 * np.pi / w_test / steps
storage = np.diag(tau * sink) / step
advance = np.linalg.solve(storage + A / 2, storage - A / 2)
push = np.linalg.solve(storage + A / 2, inlet * np.eye(n)[0])
state, record = np.zeros(n), []
for k in range(1, steps * periods + 1):
    old, new = np.sin(w_test * step * (k - 1)), np.sin(w_test * step * k)
    state = advance @ state + push * (old + new) / 2
    if k > steps * (periods - 1):
        record.append(inlet * (new - state[0]) * 1j * np.exp(-1j * w_test * step * k))
response = 2 * np.mean(record)
predicted = 1 / (1 / G_r + 1 / admittance([Pt], [], w_test))
assert abs(response / predicted - 1) < 2e-3

# ---- sizes of neglected effects ----
_, _, flux_ac, _, _ = solve_stack(stack, contacts, N, G_r, u_p, omega)
ac_formula = u_p / (1 / G_r + 1 / admittance(stack, contacts, omega))
assert abs(flux_ac[0] / ac_formula - 1) < 1e-4
ac_change = abs(flux_ac[0] / j_in - 1)

thin = 1e-10
lossy = (thin, thin / AR, thin / memory_loss, D_pt)
stack3 = [Cu, lossy, Pt]
_, _, flux3, relax3, _ = solve_stack(stack3, [0.0, 0.0], N, G_r, u_p)
assert abs(flux3[0] / shoot(stack3, [0.0, 0.0], G_r, u_p) - 1) < 1e-4
integral3 = last_layer_integral(stack3, flux3, N)
contact_share = relax3[N:2 * N].sum() / flux3[0]

easy_cu = (d_cu, sig_cu * 1000, lam_cu * np.sqrt(1000), D_cu * 1000)
_, _, flux_easy, _, _ = solve_stack([easy_cu, Pt], contacts, N, G_r, u_p)

path_cu, path_pt = 3 * D_cu / v_cu, 3 * D_pt / v_pt
keep = 1 - path_pt**2 / (3 * lam_pt**2)      # spin-keeping share of collisions
decay = brentq(lambda k: keep * np.arctanh(k) / k - 1, 1e-6, 1 - 1e-12)
cosines, weights = np.polynomial.legendre.leggauss(32)
transport = (np.eye(32) - keep / 2 * np.outer(np.ones(32), weights)) / cosines[:, None]
modes = np.linalg.eigvals(transport).real
assert abs(modes[modes > 0].min() / decay - 1) < 1e-6
lam_kinetic = path_pt / decay

sheet_current = hall_angle * integral
sheet_conductance = sig_cu * d_cu + sig_pt * d_pt
field = sheet_current / sheet_conductance
back_action = hall_angle * sig_pt * field / flux[N]

print("INPUTS (rough typical values)")
print(f"frequency {freq/1e9:.1f} GHz, cone angle {np.degrees(cone):.1f} deg")
print(f"mixing conductance g = {mixing:.2e} 1/m2")
print(f"Cu: d {d_cu*1e9:.1f} nm, lam {lam_cu*1e9:.0f} nm, sigma {sig_cu:.2e} S/m")
print(f"Pt: d {d_pt*1e9:.1f} nm, lam {lam_pt*1e9:.1f} nm, sigma {sig_pt:.2e} S/m")
print(f"density of states: Cu {dos_cu:.2e}, Pt {dos_pt:.2e} 1/(eV m3)")
print(f"Fermi speed: Cu {v_cu:.2e}, Pt {v_pt:.2e} m/s")
print(f"Cu/Pt contact AR = {AR*1e15:.2f} fOhm m2; spin Hall angle {hall_angle:.2f}")
print("PUMPED BOUNDARY")
print(f"h f/e = {h*freq/e*1e6:.3f} uV; drive u_p = {u_p*1e9:.3f} nV")
print(f"G_r = {G_r:.4e} S/m2; flux without backflow = {G_r*u_p:.4e} A/m2")
print("UNIFORM Pt LAYER")
print(f"admittance Y = {Y_pt:.4e} S/m2; u(0) = {u_surface*1e9:.4f} nV")
for n, error in zip(meshes, rms):
    print(f"{n:3d} cells: rms profile error / u(0) = {error:.3e}")
print(f"observed orders: {orders[0]:.3f}, {orders[1]:.3f}")
print(f"8 cells: kappa*lam = {kappa*lam_pt:.6f}, Y_mesh/Y = {Y_mesh/Y_pt:.6f}")
print(f"BILAYER, {N} cells per layer")
print(f"injected flux: solver {j_in:.6e} A/m2")
print(f"injected flux: closed form {j_formula:.6e} A/m2")
print(f"injected flux: ODE integration {j_shoot:.6e} A/m2")
print(f"angular-momentum flux = {hbar/(2*e)*j_in:.4e} J/m2")
print(f"backflow share of pumped flux = {100*(1-j_in/(G_r*u_p)):.2f} %")
print(f"u at inlet {u_in*1e9:.4f} nV, Cu side of contact {u_cu_end*1e9:.4f} nV")
print(f"u at Pt side {u_pt_start*1e9:.4f} nV, last Pt cell {u[-1]*1e9:.4f} nV")
print(f"relaxed in Cu {relax[:N].sum():.4e} A/m2, in Pt {relax[N:].sum():.4e} A/m2")
print(f"share relaxed in Cu = {100*relax[:N].sum()/j_in:.3f} %")
print(f"balance gap: cell sum {abs(relax.sum()/j_in-1):.1e}")
print(f"balance gap: spline quadrature {quadrature_gap:.1e}")
print("MESH TEST (balance gap; error of flux integral in Pt)")
for n, gap, error in coarse:
    print(f"{n:3d} cells per layer: {gap:.1e}; {100*error:+.3f} %")
print(f"unshared face fluxes: relaxed/injected = {bad_ratio:.4f}")
print("CONVERSION")
print(f"flux integral in Pt = {integral:.4e} A/m")
print(f"sheet charge current = {sheet_current*1e6:.2f} uA/m")
print(f"sheet conductance = {sheet_conductance:.4f} S")
print(f"open-circuit field = {field*1e3:.4f} uV/mm = {field:.4e} V/m")
print("NEGLECTED EFFECTS")
print(f"contact spin-loss parameter = {memory_loss:.2f} (rough)")
print(f"with it: injected flux x {flux3[0]/j_in:.4f}, field x {integral3/integral:.4f}")
print(f"with it: share of spin lost in contact = {100*contact_share:.2f} %")
print(f"mu0*M = {mu0M:.2f} T (rough), resonance field = {B_res:.4f} T")
print(f"elliptic precession: pumping x {elliptic:.4f}, axis ratio {axis_ratio:.4f}")
print(f"mean free path: Cu {path_cu*1e9:.1f} nm, Pt {path_pt*1e9:.2f} nm")
print(f"kinetic decay length in Pt = {lam_kinetic*1e9:.3f} nm")
print(f"Cu bulk resistance removed: injected flux x {flux_easy[0]/j_in:.4f}")
print(f"omega*tau: Cu {omega*lam_cu**2/D_cu:.3f}, Pt {omega*lam_pt**2/D_pt:.5f}")
print(f"finite frequency: relative change of flux = {100*ac_change:.3f} %")
print(f"spin Hall back-action / Pt spin flux = {100*back_action:.4f} %")
print("done: every assertion held")
```

It prints:

```
INPUTS (rough typical values)
frequency 10.0 GHz, cone angle 1.0 deg
mixing conductance g = 5.00e+18 1/m2
Cu: d 10.0 nm, lam 300 nm, sigma 4.00e+07 S/m
Pt: d 6.0 nm, lam 3.0 nm, sigma 5.00e+06 S/m
density of states: Cu 1.80e+28, Pt 1.20e+29 1/(eV m3)
Fermi speed: Cu 1.60e+06, Pt 5.00e+05 m/s
Cu/Pt contact AR = 1.50 fOhm m2; spin Hall angle 0.10
PUMPED BOUNDARY
h f/e = 41.357 uV; drive u_p = 12.597 nV
G_r = 1.9370e+14 S/m2; flux without backflow = 2.4400e+06 A/m2
UNIFORM Pt LAYER
admittance Y = 8.0336e+14 S/m2; u(0) = 2.4472 nV
 12 cells: rms profile error / u(0) = 3.405e-04
 24 cells: rms profile error / u(0) = 8.560e-05
 48 cells: rms profile error / u(0) = 2.143e-05
observed orders: 1.992, 1.998
8 cells: kappa*lam = 0.997414, Y_mesh/Y = 0.991900
BILAYER, 200 cells per layer
injected flux: solver 1.277185e+06 A/m2
injected flux: closed form 1.277187e+06 A/m2
injected flux: ODE integration 1.277187e+06 A/m2
angular-momentum flux = 4.2033e-10 J/m2
backflow share of pumped flux = 47.66 %
u at inlet 6.0031 nV, Cu side of contact 5.3678 nV
u at Pt side 1.5741 nV, last Pt cell 0.4184 nV
relaxed in Cu 1.2633e+04 A/m2, in Pt 1.2646e+06 A/m2
share relaxed in Cu = 0.989 %
balance gap: cell sum 4.8e-11
balance gap: spline quadrature 4.1e-06
MESH TEST (balance gap; error of flux integral in Pt)
  2 cells per layer: 6.7e-16; +7.720 %
  8 cells per layer: 4.2e-14; +0.530 %
 32 cells per layer: 3.6e-13; +0.033 %
unshared face fluxes: relaxed/injected = 0.2092
CONVERSION
flux integral in Pt = 2.8893e-03 A/m
sheet charge current = 288.93 uA/m
sheet conductance = 0.4300 S
open-circuit field = 0.6719 uV/mm = 6.7192e-04 V/m
NEGLECTED EFFECTS
contact spin-loss parameter = 0.90 (rough)
with it: injected flux x 1.1594, field x 0.6402
with it: share of spin lost in contact = 44.64 %
mu0*M = 0.18 T (rough), resonance field = 0.2784 T
elliptic precession: pumping x 0.7793, axis ratio 0.7793
mean free path: Cu 26.0 nm, Pt 1.56 nm
kinetic decay length in Pt = 3.114 nm
Cu bulk resistance removed: injected flux x 1.0528
omega*tau: Cu 0.408, Pt 0.00217
finite frequency: relative change of flux = 0.198 %
spin Hall back-action / Pt spin flux = 0.0266 %
done: every assertion held
```
